# Welton's estimate of the 2s shift and its first corrections

## The decision: a contact term or a smeared potential?

Suppose the interval between the hydrogen levels 2s and 2p\(_{1/2}\) is to be calculated. In the Dirac equation with a fixed point nucleus these levels coincide, so the effect of the quantized radiation field decides the answer. One must choose whether to add a contact energy proportional to the electron density at the nucleus, or to recompute the level in a Coulomb potential smeared over the electron's vacuum jitter. The choice depends on the leading shift, on its first corrections, and on the uncertainty that neither method removes.

The electron is taken as nonrelativistic and spinless, with charge \(-e\) and mass \(m\), and the nucleus as a fixed point charge \(+e\). SI units are used, with
\[
\frac{e^2}{4\pi\varepsilon_0}=\alpha\hbar c,\qquad
\lambda=\frac{\hbar}{mc},\qquad a=\frac{\lambda}{\alpha}.
\]
Here \(\lambda\) is the reduced Compton length and \(a\) the Bohr radius. The field is evaluated at the position of the atom (dipole approximation).

## The jitter of a free electron

In a box of volume \(V_b\), one mode with polarization vector \(\boldsymbol\epsilon\) has the field
\[
\mathbf E=i\sqrt{\frac{\hbar\omega}{2\varepsilon_0V_b}}\;\boldsymbol\epsilon\,(b-b^\dagger)
\]
at the atom, where \(b\) removes a photon. In the vacuum only the product \(bb^\dagger\) contributes to the mean square, and its expectation value is 1:
\[
\langle E^2\rangle_{\rm mode}=\frac{\hbar\omega}{2\varepsilon_0V_b}.
\]
The electric energy \(\varepsilon_0V_b\langle E^2\rangle/2=\hbar\omega/4\) is half the zero-point energy; the magnetic field holds the other half.

A free electron obeys \(m\,\delta\ddot{\mathbf r}=-e\mathbf E\). At frequency \(\omega\) the second derivative is \(-\omega^2\delta\mathbf r\), so \(\delta\mathbf r=e\mathbf E/(m\omega^2)\). Different modes are uncorrelated in the vacuum, and their mean squares add. With two polarizations,
\[
\sum_{\rm modes}\to 2V_b\int\frac{4\pi k^2dk}{(2\pi)^3}
=\frac{V_b}{\pi^2c^3}\int\omega^2d\omega .
\]
Therefore
\[
\langle\delta r^2\rangle
=\frac{V_b}{\pi^2c^3}\int\omega^2d\omega\,
\frac{e^2}{m^2\omega^4}\frac{\hbar\omega}{2\varepsilon_0V_b}
=\frac{e^2\hbar}{2\pi^2\varepsilon_0m^2c^3}\int\frac{d\omega}{\omega}.
\]
Inserting \(e^2=4\pi\varepsilon_0\alpha\hbar c\) gives
\[
\boxed{\;\langle\delta r^2\rangle=\frac{2\alpha}{\pi}\lambda^2L,\qquad
L=\ln\frac{\omega_{\max}}{\omega_{\min}}\;}
\]
In units with \(\hbar=c=1\) the prefactor is \(2\alpha/(\pi m^2)\). An explicit sum over box modes spanning a sixfold range of frequency agrees with this law to 0.2 percent.

Both ends of the integral need a physical reason. At the lower end the electron is bound. For a charge on a spring of natural frequency \(\omega_0\), the response relative to a free charge is \(\omega^2/(\omega^2-\omega_0^2)\). At \(\omega=10\,\omega_0\) this is 1.0101; at \(\omega=0.1\,\omega_0\) its magnitude is 0.0101. Slow fields therefore hardly move a bound electron, and the atom's excitation energies set the scale of \(\hbar\omega_{\min}\).

At the upper end take \(\hbar\omega_{\max}=mc^2\). The velocity carries an extra factor \(\omega\), so
\[
\frac{\langle v^2\rangle}{c^2}
=\frac{2\alpha}{\pi}\left(\frac{\hbar}{mc^2}\right)^2
\int_0^{mc^2/\hbar}\omega\,d\omega=\frac{\alpha}{\pi}.
\]
The rms speed is \(0.048\,c\), so the jitter itself is slow. A photon of energy \(mc^2\), however, carries momentum \(mc\), and its recoil is not treated here. The upper cutoff is thus an order-of-magnitude choice.

## Smearing the Coulomb potential

The potential energy is \(V=-\alpha\hbar c/r\). For a smooth potential, averaging the Taylor expansion over isotropic displacements removes the linear term and leaves
\[
\langle V(\mathbf r+\delta\mathbf r)\rangle-V(\mathbf r)
\simeq\frac{\langle\delta r^2\rangle}{6}\nabla^2V,
\qquad \nabla^2V=4\pi\alpha\hbar c\,\delta^3(\mathbf r).
\]
The factor \(1/6\) is the Taylor factor \(1/2\) times \(\langle\delta x^2\rangle/\langle\delta r^2\rangle=1/3\). But \(V\) is singular where the shift arises, so the expansion needs support.

Each mode amplitude has the Gaussian distribution of an oscillator ground state, and a sum of independent Gaussian displacements is Gaussian. Let \(s^2=\langle\delta r^2\rangle/3\) be the variance along one axis and \(\beta=\sqrt2\,s\). Averaging \(1/r\) gives the potential \(\phi\) of a unit charge with density \(\rho=e^{-r^2/\beta^2}/(\pi^{3/2}\beta^3)\). Poisson's equation reads
\[
(r\phi)''=-4\pi r\rho=-\frac{4r}{\sqrt\pi\,\beta^3}e^{-r^2/\beta^2}.
\]
Its solution with \(r\phi=0\) at the origin and \(r\phi\to1\) far away is \(r\phi=\operatorname{erf}(r/\beta)\), as two differentiations confirm. With \(\operatorname{erfc}=1-\operatorname{erf}\), the change in potential energy is
\[
\delta V(r)=\alpha\hbar c\,\frac{\operatorname{erfc}(r/\beta)}{r}.
\]
It is positive: smearing weakens the attraction near the nucleus and raises the level.

The normalized 2s function is
\[
\psi_{2s}=\frac{1}{\sqrt{8\pi a^3}}\left(1-\frac{r}{2a}\right)e^{-r/2a},
\]
so near the nucleus
\[
|\psi_{2s}|^2=\rho_0\left(1-\frac{2r}{a}+\dots\right),\qquad
\rho_0=\frac1{8\pi a^3}.
\]
Half of the slope comes from the polynomial squared and half from the exponential squared.

Integration by parts gives the moments
\[
\int_0^\infty y^n\operatorname{erfc}y\,dy
=\frac{2}{(n+1)\sqrt\pi}\int_0^\infty y^{n+1}e^{-y^2}dy,
\]
which equal \(1/4\), \(1/(3\sqrt\pi)\) and \(3/16\) for \(n=1,2,3\). The first-order shift is then
\[
\Delta E=4\pi\alpha\hbar c\,\rho_0
\left[\frac{\beta^2}{4}-\frac2a\frac{\beta^3}{3\sqrt\pi}+\dots\right]
=\frac{2\pi}{3}\alpha\hbar c\,\rho_0\langle\delta r^2\rangle
\left[1-\frac{8\beta}{3\sqrt\pi\,a}+\dots\right].
\]
The leading term is the contact formula, now obtained without expanding the singular potential. The bracket holds the first correction within first-order theory, which is linear in the jitter length because the s density has a cusp at the nucleus.

Second order in \(\delta V\) contributes at the same order \(\beta^3\). In atomic units (\(\hbar=m=1\), \(a=1\), energies in hartree) the Fourier transform of \(\delta V\) is \(4\pi(1-e^{-\gamma q^2})/q^2\) with \(\gamma=\beta^2/4\). Momenta of order \(1/\beta\) dominate, so \(\psi\simeq\psi(0)\) and the energy denominator is \(q^2/2\):
\[
\Delta E_2\simeq-\rho_0\int\frac{d^3q}{(2\pi)^3}\frac{16\pi^2(1-e^{-\gamma q^2})^2/q^4}{q^2/2}
=-16\rho_0\int_0^\infty\frac{(1-e^{-\gamma q^2})^2}{q^4}\,dq .
\]
One integration by parts turns the integral into \(\tfrac{4\gamma}{3}\int_0^\infty(e^{-\gamma q^2}-e^{-2\gamma q^2})q^{-2}dq\), and a second gives \(\tfrac43\sqrt\pi(\sqrt2-1)\gamma^{3/2}\). Hence \(\Delta E_2\simeq-\tfrac83\sqrt\pi(\sqrt2-1)\rho_0\beta^3\), while the first-order cusp term is \(-\tfrac83\sqrt\pi\,\rho_0\beta^3\). For the level solved in the smeared potential, the linear correction is therefore \(\sqrt2\) times the one in the bracket.

Insert the jitter and \(\rho_0\) in the leading term:
\[
\Delta E_{2s}
=\frac{2\pi}{3}\alpha\hbar c\,\frac{1}{8\pi a^3}\,
\frac{2\alpha}{\pi}\lambda^2L
=\frac{\alpha^2\hbar c\,\lambda^2}{6\pi a^3}L .
\]
Since \(a^3=\lambda^3/\alpha^3\) and \(\hbar c/\lambda=mc^2\),
\[
\boxed{\;\Delta E_{2s}=\frac{\alpha^5mc^2}{6\pi}\,L\;}
\]
Per unit of \(L\) this is 135.64 MHz.

## What fixes the lower end of the logarithm

A lower cutoff at the Rydberg energy, 13.6057 eV, gives
\[
L=\ln\frac{510\,999}{13.6057}=10.534,\qquad
\frac{\Delta E}{h}=135.64\times10.534\ \text{MHz}\simeq1429\ \text{MHz}.
\]
The size is right, but the cutoff was guessed. Second-order perturbation theory replaces the guess by an average over the atom's excitations.

The kinetic energy \((\mathbf p+e\mathbf A)^2/2m\) contains the coupling \((e/m)\mathbf p\cdot\mathbf A\). The term in \(\mathbf A^2\) shifts all levels equally in the dipole approximation and is dropped. The mean square of \(\mathbf A\) per mode is \(\hbar/(2\varepsilon_0\omega V_b)\). Write \(\kappa=\hbar\omega\), \(\Delta_n=E_n-E_{2s}\) and \(|\mathbf p_n|^2=|\langle n|\mathbf p|2s\rangle|^2\). The average over directions gives \(|\boldsymbol\epsilon\cdot\mathbf p_n|^2\to|\mathbf p_n|^2/3\). Hence
\[
\Delta E^{(2)}=-\frac{V_b}{\pi^2c^3}\int\omega^2d\omega\,
\frac{e^2}{m^2}\frac{\hbar}{2\varepsilon_0\omega V_b}
\sum_n\frac{|\mathbf p_n|^2/3}{\Delta_n+\kappa}
=-\frac{2\alpha}{3\pi m^2c^2}\int_0^Kd\kappa\sum_n
\frac{\kappa\,|\mathbf p_n|^2}{\Delta_n+\kappa},
\]
with \(K=mc^2\).

For a free electron \(\mathbf p\) is conserved, so \(\Delta_n=0\) and the integrand is \(\langle p^2\rangle\). That energy is proportional to \(p^2\): it is a change of mass, already contained in the observed \(m\), and must be subtracted. Using \(\sum_n|\mathbf p_n|^2=\langle p^2\rangle\) and \(1-\kappa/(\Delta_n+\kappa)=\Delta_n/(\Delta_n+\kappa)\),
\[
\Delta E=\frac{2\alpha}{3\pi m^2c^2}\int_0^Kd\kappa\sum_n
\frac{w_n}{\Delta_n+\kappa}
=\frac{2\alpha}{3\pi m^2c^2}\sum_nw_n\ln\frac{K+\Delta_n}{\Delta_n},
\qquad w_n=|\mathbf p_n|^2\Delta_n .
\]
The dipole coupling connects 2s to p states. The lowest of them, 2p, has \(\Delta_n=0\) in this nonrelativistic model and zero weight; all others lie above 2s. The weights are thus non-negative and define a true average.

Their sum follows from a double commutator:
\[
W=\sum_nw_n=\langle\mathbf p\cdot(H-E_{2s})\mathbf p\rangle
=\tfrac12\sum_j\langle[p_j,[H,p_j]]\rangle
=\frac{\hbar^2}{2}\langle\nabla^2V\rangle,
\]
because \([H,p_j]=i\hbar\,\partial_jV\) and \([p_j,i\hbar\,\partial_jV]=\hbar^2\partial_j^2V\). Define the mean excitation energy \(k_0\) by \(\ln k_0=W^{-1}\sum_nw_n\ln\Delta_n\), with energies in a common unit. For \(K\gg k_0\), to leading order,
\[
\Delta E\simeq\frac{2\alpha}{3\pi m^2c^2}\,\frac{\hbar^2}{2}\langle\nabla^2V\rangle\ln\frac{K}{k_0}
=\frac16\left(\frac{2\alpha}{\pi}\lambda^2\ln\frac{K}{k_0}\right)\langle\nabla^2V\rangle .
\]
This is Welton's contact formula, with \(L=\ln(mc^2/k_0)\).

For hydrogen 2s the calculation gives \(k_0=16.64\) Rydberg, or 226.4 eV. This is far above the 3.4 eV needed to ionize 2s: the average includes excitations into the continuum, not only those to bound levels. Two numerical routes, radial linear equations and an explicit diagonalization, give 2.812 and 2.804 for \(\ln(k_0/\text{Rydberg})\). The second starts its grid farther from the nucleus, at \(3\times10^{-4}\) Bohr radii, which cuts off the highest excitations. The difference of 0.008 corresponds to about 1 MHz in the shift.

## The first correction for a finite cutoff

Leading order replaced \(K+\Delta_n\) by \(K\). The omitted part of the logarithm is \(W^{-1}\sum_nw_n\ln(1+\Delta_n/K)\). Expanding it in powers of \(\Delta_n/K\) fails, because \(\sum_nw_n\Delta_n\) diverges, as the following result shows. The correction is a half-integer power of \(1/K\).

Use atomic units (\(\hbar=m=1\), \(a=1\), energies in hartree), in which \(K=1/\alpha^2\). Let \(L_K\) be the logarithm with the integral stopped at \(K\):
\[
L_K=\int_0^K\frac{d\kappa}{\kappa}\left[1-\frac{F(\kappa)}{W}\right],\qquad
F(\kappa)=\sum_n\frac{w_n\Delta_n}{\Delta_n+\kappa}.
\]
This uses \(\kappa/(\Delta_n+\kappa)=1-\Delta_n/(\Delta_n+\kappa)\). The difference \(L_K-\ln(K/k_0)\) has derivative \(-F(K)/(WK)\) and vanishes as \(K\to\infty\), so
\[
L_K=\ln\frac K{k_0}+\int_K^\infty\frac{F(\kappa)}{W\kappa}\,d\kappa .
\]

To find \(F\) at large \(\kappa\), apply \([H,\mathbf p]=i\nabla V\) to the 2s state. This gives \((H-E_{2s})\mathbf p\psi=i(\nabla V)\psi\), hence \(\Delta_n\mathbf p_n=i\langle n|(\nabla V)\psi\rangle\) and
\[
F(\kappa)=\big\langle(\nabla V)\psi\big|\,(H-E_{2s}+\kappa)^{-1}\big|(\nabla V)\psi\big\rangle .
\]
Large \(\kappa\) probes distances of order \(1/\sqrt{2\kappa}\), much smaller than the Bohr radius. There \(\psi\simeq\psi(0)\), and the kinetic energy \(q^2/2\) dominates \(H-E_{2s}\). The Fourier transform of \(\nabla(-1/r)\) has magnitude \(q\cdot4\pi/q^2=4\pi/q\). Therefore
\[
F\simeq\rho_0\int\frac{d^3q}{(2\pi)^3}\frac{16\pi^2/q^2}{q^2/2+\kappa}
=8\rho_0\int_0^\infty\frac{dq}{q^2/2+\kappa}
=\frac{8\pi\rho_0}{\sqrt{2\kappa}} .
\]
In these units \(W=\tfrac12\cdot4\pi\rho_0=2\pi\rho_0\), which is 0.2500 for 2s. Thus \(F/W\simeq2\sqrt2/\sqrt\kappa\). A finite \(\sum_nw_n\Delta_n\) would force \(F\) to fall as \(1/\kappa\); the slower decay proves the divergence. Integrating,
\[
\boxed{\;L_K\simeq\ln\frac K{k_0}+\frac{4\sqrt2}{\sqrt K}
=\ln\frac{mc^2}{k_0}+4\sqrt2\,\alpha\;}
\]

The correction is \(4\sqrt2/137.036=0.041\). Direct integration to \(K\) gives \(7.762-7.722=0.040\), so the first term accounts for nearly all of the difference. It is a property of this nonrelativistic model with a sharp cutoff, not a prediction of the next power of \(\alpha\) in quantum electrodynamics: for \(\kappa\ge K\) the integral for \(F\) is dominated by intermediate electron states with kinetic energy \(q^2/2\) of order \(mc^2\) and above, where the model fails.

## Numbers for hydrogen 2s

With the calculated lower end,
\[
L=\ln\frac{510\,999}{226.4}=7.722 .
\]
The mean-square jitter is
\[
\langle\delta r^2\rangle=0.004646\times7.722\times(386.16\ \text{fm})^2
\simeq5350\ \text{fm}^2,
\]
so the rms jitter is 73.1 fm. That is 0.19 of the reduced Compton length and 0.00138 of the Bohr radius. The shift is
\[
\frac{\Delta E_{2s}}{h}=135.64\times7.722\ \text{MHz}\simeq1047\ \text{MHz},
\]
or 4.33 micro-eV. Moving the lower cutoff from one Rydberg to \(k_0\) has removed about 380 MHz.

For the smearing correction, \(\beta=\sqrt{2/3}\) times the rms jitter, so \(\beta/a=0.8165\times0.001382=0.00113\). The derived fraction is
\[
\frac{8}{3\sqrt\pi}\times0.00113=0.0017 .
\]
Including the second-order term multiplies this by \(\sqrt2\), giving 0.0024, or about 2.5 MHz; the program evaluates only the first-order part. In first order the full Gaussian smearing gives 1046 MHz, and the contact formula exceeds it by 0.170 percent of the contact value. Halving the jitter length halves this excess to 0.085 percent, as a linear correction requires.

The sources of change can now be compared:

| Change in the calculation | Effect on the 2s shift |
|---|---:|
| Full smearing instead of contact term, first order in \(\delta V\) | about −2 MHz |
| Integral stopped at \(mc^2\) | +5.5 MHz |
| Upper cutoff doubled, leading order | +94 MHz |

This settles the opening decision. At this level of theory the contact term suffices. Solving for the level in a smeared potential changes the shift by only about 0.2 percent, and this change is not a reliable refinement: it comes from electron momenta of order \(\hbar/\beta\), about \(6.5\,mc\), where the nonrelativistic model fails. A factor of two in the upper cutoff already moves the result by about 9 percent. Further effort belongs in a relativistic treatment of the high-frequency modes.

## Other states and the limits of the estimate

For 2p the radial density is \(R^2=r^2e^{-r}/24\) in atomic units. The smearing shift follows from the third moment:
\[
\Delta E_{2p}\simeq\frac1{24}\int_0^\infty r^3\operatorname{erfc}(r/\beta)\,dr
=\frac{\beta^4}{128}=\frac{s^4}{32}.
\]
The leading 2s shift in the same units is \(4\pi\rho_0\beta^2/4=s^2/4\), so the ratio is \(s^2/8\), about \(8\times10^{-8}\). Full smearing gives 83 Hz for 2p, using the same jitter. This is not the whole radiative shift of 2p. Its contact density vanishes, so its weights \(w_n\) sum to zero, but the sum of \(w_n\ln|\Delta_n|\) need not vanish. That nonlocal part is not calculated here.

For 1s, \(\psi=e^{-r/a}/\sqrt{\pi a^3}\), and the density at the nucleus is eight times that of 2s. The shift per unit of \(L\) is eight times larger, about 1085 MHz. The density again starts as \(1-2r/a\), so the smearing correction has the same form. The ratio \(F/W\) at large \(\kappa\) does not contain \(\rho_0\), so the term \(4\sqrt2\,\alpha\) is also unchanged. The value of \(k_0\) must be calculated anew.

For a one-electron ion of nuclear charge \(Z\), lengths scale as \(1/Z\) and atomic energies as \(Z^2\). The contact shift gains \(Z^3\) from the density and \(Z\) from the potential:
\[
\Delta E_{2s}(Z)\simeq\frac{Z^4\alpha^5mc^2}{6\pi}
\ln\frac{mc^2}{Z^2k_0},
\]
with \(k_0\) the hydrogen value. In units of \(Z^2\) hartree the cutoff is \(1/(Z\alpha)^2\), so the correction to the logarithm becomes \(4\sqrt2\,Z\alpha\). The logarithm shrinks while its correction grows, and the expansion requires \(Z\alpha\ll1\).

The observed 2s–2p\(_{1/2}\) splitting in hydrogen is roughly 1.1 GHz. The estimate of 1047 MHz omits the relativistic treatment of high-frequency modes, the anomalous magnetic moment, vacuum polarization, nuclear recoil and size, and the nonlocal shift of 2p. Since doubling the upper cutoff alone adds 94 MHz, the closeness is partly luck. What the argument supports is the sign, the scale of one gigahertz, and the dependence on \(\alpha\) and on the density at the nucleus. The numerical output follows.

## Table of computed values

```
fine-structure constant alpha          0.0072974
1/alpha                                137.036
reduced Compton length                 386.16 fm
Bohr radius                            52917.7 fm
electron rest energy                   510.999 keV
Rydberg energy                         13.6057 eV
response/free, drive 10x own frequency 1.0101
response/free, drive 0.1x own freq.    0.0101
box modes summed (wavevectors)         899950
box jitter / logarithmic law           1.0021
box <v^2> / continuum law              0.9997
alpha/pi, <v^2>/c^2 up to the cutoff   0.00232
rms speed / c                          0.0482
2s density at nucleus                  0.039789 bohr^-3
sum of |p|^2 (E_n-E_2s)                0.2500 atomic units
ln(k0/Rydberg), linear equations       2.812
ln(k0/Rydberg), diagonalization        2.804
mean excitation energy k0              16.64 Rydberg
mean excitation energy k0              226.4 eV
L with lower cutoff at 1 Rydberg       10.534
L with lower cutoff at k0              7.722
L from integral stopped at m c^2       7.762
2 alpha/pi                             0.004646
mean-square jitter (L at k0)           5349 fm^2
rms jitter                             73.1 fm
rms jitter / reduced Compton length    0.1894
rms jitter / Bohr radius               0.001382
2s shift per unit of L                 135.64 MHz
2s shift, lower cutoff 1 Rydberg       1429 MHz
2s shift, lower cutoff k0              1047 MHz
2s shift, lower cutoff k0              4.33 micro-eV
2s shift, full Gaussian smearing       1046 MHz
contact formula too large by           0.170 percent
that excess, half jitter length        0.085 percent
2p shift, full Gaussian smearing       83.3 Hz
change if upper cutoff is doubled      94 MHz
change if integral stops at m c^2      5.5 MHz
```
